# Clamped-ion elastic tensor in PAW from strain derivatives of the metric, part 1

(Sections cited here and not found follow in the second part.)

## I. Strain at fixed coefficients, and the stress

**Setting.** Hartree atomic units are used. The columns of the matrix \(h\) are the lattice vectors, \(\Omega=|\det h|\), and the columns of \(b=2\pi h^{-T}\) are the reciprocal vectors. A homogeneous symmetric strain acts as
\[ h=(1+\eta)h_0,\qquad \eta=\sum_{a=1}^{6}e_aB_a , \]
in Voigt order \(xx,yy,zz,yz,xz,xy\). \(B_1\) has a 1 in position \(xx\); \(B_4\) has \(\tfrac12\) in positions \(yz\) and \(zy\); the others follow by permutation. Superscripts \(a,b\) denote \(\partial/\partial e_a,\ \partial/\partial e_b\) at \(\eta=0\), and \(A_{ab}=B_aB_b+B_bB_a\). Four things are held fixed under strain: the reduced atomic positions \(t\) (clamped ions), the reduced wave vector \(k\), the set of integer vectors \(m\) that label the plane waves \(K=b(k+m)\), and the real-space grid in reduced coordinates. The PAW data (partial waves, projectors, cores, shape functions) are frozen and move rigidly with their atoms. The crystal is an insulator in which every occupied band has the same occupation \(f\). One \(k\) point, standing for the time-reversed pair \(\pm k\), and one atom with projectors are written; more of either adds sums.

The pseudo-orbitals have coefficient vectors \(c_n\), with density matrix \(P=f\sum_n c_nc_n^\dagger\). The columns of \(p\) are the projectors, \(p_{Ki}=\langle K|p_i\rangle\), and the occupancies are \(\rho_{ij}=\mathrm{Re}\,(p^\dagger Pp)_{ij}\), where the real part is the average over \(\pm k\). With \(G=bm\), the electron number density \(N(m)=\int_{\rm cell}n\,e^{-iG\cdot r}d^3r\) is
\[ N=\tilde N+\sum_{ij}\rho_{ij}Q_{ij},\qquad \tilde N(m)=\sum_{K-K'=G}P_{KK'}, \]
where \(Q_{ij}=Q_{ji}\) is the Fourier transform of the compensation charge of the pair \(ij\). The energy and its constraint are
\[ E=\mathrm{tr}(TP)+U(N,\eta)+E^{\rm at}(\rho)+E_{\rm rs},\qquad c_m^\dagger Sc_n=\delta_{mn},\qquad S=1+pqp^\dagger . \]
Here \(T=\tfrac12K^2\) is diagonal. \(E^{\rm at}\) is the all-electron minus the pseudo on-site energy; it depends on strain through \(\rho\) alone, because the sphere and its contents are rigid, and it is invariant under rotations and inversion of the atomic frame. The charge \(q_{ij}\) missing from the pseudo partial waves is the monopole of the compensation charge, \(Q_{ij}(G{=}0)=q_{ij}\). With \(X\cdot Y=\sum_mX(m)^*Y(m)\), which is real for real fields, and \(\langle\,\rangle\) the grid average, the local-density form of \(U\) is
\[ U=\tfrac12\sum_{m\ne0}w\,|N-Z|^2+V\cdot N+\Omega\,\langle e_{xc}(n)\rangle,\qquad w=\frac{4\pi}{\Omega G^2},\qquad n=\frac{\nu+\nu_c}{\Omega}. \]
\(Z(m)\) is the sum of Gaussian ion charges of width \(r_Z\), each with form factor \(Z_Ie^{-G^2r_Z^2/2}\); \(V=\bar v(G)/\Omega\) is a short-range local potential; \(\nu\) and \(\nu_c\) are the grid fields with Fourier components \(N\) and \(N_c\) (pseudo core). The product of two such form factors is \(e^{-G^2r_Z^2}\), a Gaussian of width \(\sqrt2r_Z\), whose potential is \(\mathrm{erf}(R/2r_Z)/R\). Point-ion repulsion is therefore restored by \(E_{\rm rs}=\tfrac12\sum'Z_IZ_J\,\varphi(R)\), \(\varphi=\mathrm{erfc}(R/2r_Z)/R\), less the constant self-energies.

The explicit model used for numbers has one \(s\) and three \(p\) projectors with a common Gaussian envelope,
\[ p_{Ks}=\chi_K=\Omega^{-1/2}(4\pi r_p^2)^{3/4}e^{-K^2r_p^2/2}e^{-iK\cdot\tau},\qquad p_{K\alpha}=-i\sqrt2\,r_pK_\alpha\chi_K, \]
\(q=\mathrm{diag}(q_s,q_p,q_p,q_p)\), and, with \(\gamma_G=e^{-G^2r_Q^2/2}e^{-iG\cdot\tau}\),
\[ Q_{ss}=q_s\gamma_G,\quad Q_{s\alpha}=-i\mu G_\alpha\gamma_G,\quad Q_{\alpha\beta}=\big[q_p\delta_{\alpha\beta}-\tfrac12\theta(G_\alpha G_\beta-\tfrac13\delta_{\alpha\beta}G^2)\big]\gamma_G , \]
that is monopoles, a dipole \(\mu\) and a quadrupole \(\theta\).

### (a) Strain derivatives of the geometry

Find the first and second strain derivatives of the metrics \(\Xi=h^Th\) and \(\Upsilon=b^Tb\), of \(\ln\Omega\), of a Cartesian wave vector \(K\) and of the phase \(e^{-iK\cdot\tau}\). Decide whether the plane-wave basis stays orthonormal.

**Solution.** Since \(\eta^T=\eta\), \(\Xi=h_0^T(1+2\eta+\eta^2)h_0\). The derivatives of the strain powers are \(\partial_a\eta=B_a\) and \(\partial_a\partial_b\eta^2=B_aB_b+B_bB_a=A_{ab}\), so
\[ \Xi^a=2h^TB_ah,\qquad \Xi^{ab}=h^TA_{ab}h . \]
The reciprocal matrix is \(b=2\pi[(1+\eta)h_0]^{-T}=(1+\eta)^{-1}b_0\), with \((1+\eta)^{-1}=1-\eta+\eta^2-\dots\). At fixed \(k+m\) this gives
\[ K^a=-B_aK,\qquad K^{ab}=A_{ab}K . \]
The square of the series is \((1+\eta)^{-2}=1-2\eta+3\eta^2-\dots\), and \(\Upsilon=b_0^T(1+\eta)^{-2}b_0\), so
\[ \Upsilon^a=-2b^TB_ab,\qquad \Upsilon^{ab}=3b^TA_{ab}b . \]
From \(\ln\det M=\mathrm{tr}\ln M\), \(\ln\Omega=\ln\Omega_0+\mathrm{tr}\,\eta-\tfrac12\mathrm{tr}\,\eta^2+\dots\). Defining \(u_a\) and \(u_{ab}\) as the derivatives of \(\ln\Omega\),
\[ u_a=\mathrm{tr}B_a,\qquad u_{ab}=-\tfrac12\mathrm{tr}A_{ab}=-\mathrm{tr}B_aB_b . \]
For an atom at \(\tau=ht\), \(K\cdot\tau=(k+m)^Tb^Th\,t=2\pi(k+m)\cdot t\), because \(b^Th=2\pi\). The phase has no strain derivative, which is the technical content of the clamped-ion condition. With \(r=hx\) and \(d^3r=\Omega\,d^3x\), the overlap of two plane waves \(\Omega^{-1/2}e^{iK\cdot r}\) is \(\int_{[0,1]^3}e^{2\pi i(m'-m)\cdot x}d^3x=\delta_{mm'}\) at every strain. The boundary conditions on \(c\) do not move, and strain enters as a parameter of the matrices \(T,p,Q,w,\dots\), to which ordinary perturbation theory applies.

### (b) What depends on the metric alone

Decide which of \(p_{Ki}\), \(\rho_{ij}\), \(Q_{ij}\), \(S_{KK'}\), \(\hat N=\sum\rho_{ij}Q_{ij}\) and the ground-state energy are functions of \(\Xi\) alone, and write \(S\) and \(\hat N\) of the model in terms of \(\Upsilon\).

**Solution.** The inverse metric is \(\Xi^{-1}=h^{-1}h^{-T}\), so \(\Upsilon=4\pi^2\Xi^{-1}\), and \(\Omega^2=\det\Xi\). Scalar products such as \(K\cdot K'=(k+m)^T\Upsilon(k+m')\) and \(R^2=x^T\Xi x\) are therefore metric functions, and so are \(T,w,Z,V,N_c,E_{\rm rs}\).

Two cells with the same metric differ by an orthogonal map: for \(O=h'h^{-1}\), \(O^TO=h^{-T}\Xi h^{-1}=1\). Under it \(K\to OK\). The projector \(p_{K\alpha}\propto K_\alpha\) changes to \(\sum_\beta O_{\alpha\beta}p_{K\beta}\) at constant \(\Xi\), so projectors with \(l>0\) are not metric functions, and neither are the \(\rho_{ij}\) and \(Q_{ij}\) that carry such an index. The statement that strain is a perturbation of the metric holds for the contracted objects. In general \(p\to pD^T\), with \(D\) the real orthogonal matrix that represents \(O\) on the harmonics \(lm\). Then \(\rho\to D\rho D^T\) at fixed \(P\). The matrix \(q\) is diagonal in \(lm\) and independent of \(m\), so \(D^TqD=q\) and \(S\) is unchanged. The pair shapes transform as the products of partial waves they stand for, \(Q\to DQD^T\) (the Gaunt coefficients vanish unless \(l+l'+L\) is even, so inversion is included), and \(\hat N=\mathrm{tr}(\rho Q)\) is unchanged. \(E^{\rm at}\) is invariant by assumption. The energy and the constraint at given \(c\) thus coincide for \(h\) and \(Oh\), hence so do their minima: \(E=E(\Xi)\).

In the model, \(\sum_\alpha p_{K\alpha}p_{K'\alpha}^*=2r_p^2\,K\cdot K'\chi_K\chi_{K'}^*\), since \((-i)(+i)=1\), and
\[ S_{KK'}=\delta_{KK'}+\chi_K\chi_{K'}^*\,\big[q_s+2r_p^2q_p\,(k+m)^T\Upsilon(k+m')\big]. \]
For \(\hat N\), the imaginary part of the Hermitian matrix \(p^\dagger Pp\) is antisymmetric and drops out against the symmetric \(Q\), so \(\hat N=\sum_{KK'}P_{KK'}\sum_{ij}p_{Ki}^*p_{K'j}Q_{ij}\). Apart from the factor \(\chi_K^*\chi_{K'}\gamma_G\), the \(\alpha s\) terms give \((+i\sqrt2r_pK_\alpha)(-i\mu G_\alpha)=\sqrt2r_p\mu\,K\cdot G\), the \(s\beta\) terms give \((-i\sqrt2r_pK'_\beta)(-i\mu G_\beta)=-\sqrt2r_p\mu\,K'\cdot G\), and the \(\alpha\beta\) terms carry \(2r_p^2K_\alpha K'_\beta\). Collecting,
\[ \hat N(m)=\gamma_G\sum_{KK'}P_{KK'}\chi_K^*\chi_{K'}\Big[q_s+\sqrt2r_p\mu\,(K-K')\cdot G+2r_p^2\big(q_p+\tfrac16\theta G^2\big)K\cdot K'-r_p^2\theta\,(K\cdot G)(K'\cdot G)\Big], \]
in which scalar products alone appear. In a triclinic test cell with \(k\neq0\) and atoms off symmetry sites, these two forms agree with Cartesian projector sums in a rotated cell to below \(10^{-15}\), the self-consistent energy changes by \(4\times10^{-15}\) Ha, and a projector element changes by as much as 0.27 (see the numerical output). Because \(E\) depends on \(\Xi\) alone, one representative cell per metric suffices. The symmetric frame \(h=(1+\eta)h_0\) is such a choice, and in it the separate factors \(p,\rho,Q\) can be differentiated.

### (c) Derivatives of the projectors, of \(S\) and of the density at fixed \(c\)

Give a rule for the strain derivatives of \(p,Q,w,Z,V,N_c,\varphi\), and obtain \(S^a,S^{ab},\rho^a,\rho^{ab},N^a,N^{ab}\) at fixed coefficients. Relate \(N^a(0)\) to \(S^a\).

**Solution.** Each object is a sum of terms (one per atom for \(Z,V,N_c\); a monopole and a quadrupole for \(Q_{\alpha\beta}\)), and the rule is applied term by term. Up to a constant phase each term has the form \(F=\omega\,\mathcal R(s)\,\mathcal Y(K)\), where \(\omega=\Omega^{-y}\), \(s\) is a squared length and \(\mathcal Y\) is a solid harmonic, a polynomial in Cartesian components. The power is \(y=\tfrac12\) for \(p\), \(y=1\) for \(w\) and \(V\), and \(y=0\) for \(Q,Z,N_c\), which are Fourier integrals of rigid shapes with no normalization factor. The chain rule on \(\omega=e^{-y\ln\Omega}\), on \(\mathcal R\) and on \(\mathcal Y\) gives
\[ \omega^a=-yu_a\omega,\qquad \omega^{ab}=(y^2u_au_b-yu_{ab})\,\omega, \]
\[ \mathcal R^a=\mathcal R's^a,\qquad \mathcal R^{ab}=\mathcal R''s^as^b+\mathcal R's^{ab}, \]
\[ \mathcal Y^a=\nabla\mathcal Y\cdot K^a,\qquad \mathcal Y^{ab}=K^a\cdot\nabla\nabla\mathcal Y\cdot K^b+\nabla\mathcal Y\cdot K^{ab}, \]
with \(s^a=(k+m)^T\Upsilon^a(k+m)=-2K^TB_aK\) and \(s^{ab}=3K^TA_{ab}K\). The factors are joined by \((XY)^{ab}=X^{ab}Y+X^aY^b+X^bY^a+XY^{ab}\), applied twice. For example, \(\mathcal R'=-\tfrac12r_p^2\mathcal R\) for the projector envelope, so
\[ p^a_{K\alpha}=\big(-\tfrac12u_a+r_p^2K^TB_aK\big)p_{K\alpha}+i\sqrt2r_p(B_aK)_\alpha\chi_K , \]
and in the same way \(Q^a_{s\alpha}=r_Q^2\,(G^TB_aG)\,Q_{s\alpha}+i\mu(B_aG)_\alpha\gamma_G\). The last term in each expression mixes the Cartesian components under shear. For \(w\), \(\mathcal R=4\pi/s\), \(\mathcal R'=-4\pi/s^2\), \(\mathcal R''=8\pi/s^3\). For \(\varphi\), \(s=x^T\Xi x=R^2\), and \(d/ds=(2R)^{-1}d/dR\) gives \(\mathcal R'=\varphi'/2R\) and \(\mathcal R''=(\varphi''-\varphi'/R)/4R^2\), with \(s^a,s^{ab}\) from \(\Xi^a,\Xi^{ab}\). The kinetic matrix has \(T^a=\tfrac12s^a\), \(T^{ab}=\tfrac12s^{ab}\).

The constants \(q_{ij}\) are frozen, so the product rule gives
\[ S^a=p^aqp^\dagger+pqp^{a\dagger},\qquad S^{ab}=p^{ab}qp^\dagger+p^aqp^{b\dagger}+p^bqp^{a\dagger}+pqp^{ab\dagger}, \]
\[ \rho^a=\mathrm{Re}\,(p^{a\dagger}Pp+p^\dagger Pp^a),\qquad \rho^{ab}=\mathrm{Re}\,(p^{ab\dagger}Pp+p^{a\dagger}Pp^b+p^{b\dagger}Pp^a+p^\dagger Pp^{ab}). \]
\(\tilde N\) is a sum of elements of \(P\) and does not change. With \(X{:}Y=\sum_{ij}X_{ij}Y_{ij}\),
\[ N^a=\rho^a{:}Q+\rho{:}Q^a,\qquad N^{ab}=\rho^{ab}{:}Q+\rho^a{:}Q^b+\rho^b{:}Q^a+\rho{:}Q^{ab}. \]
The first term of \(N^a\) is the change of the multipole moments: the pseudo-orbitals are carried along with the cell while the projectors keep their size. The second is the rigid shape seen from the deforming reduced frame. At \(m=0\), \(\tilde N(0)=\mathrm{tr}P\) and \(Q(0)=q\) at every strain, so \(N(0)=\mathrm{tr}P+\mathrm{tr}(qp^\dagger Pp)=\mathrm{tr}(PS)\), \(Q^a(0)=Q^{ab}(0)=0\), and
\[ N^a(0)=\mathrm{tr}(PS^a)=f\sum_nS^a_{nn},\qquad N^{ab}(0)=f\sum_nS^{ab}_{nn}, \]
with \(X_{mn}=c_m^\dagger Xc_n\). At fixed \(c\) the electron count changes with strain, so frozen coefficients leave the constraint surface. In the triclinic cell the elements of \(S^a\) and \(Q^a\) match central differences within \(3\times10^{-8}\) and \(1\times10^{-7}\).

### (d) Derivatives of \(U\) at fixed \(N\)

Find \(v=\partial U/\partial N\), the kernel \(\mathcal K=\partial v/\partial N\), and \(U^a\), \(v^a\), \(U^{ab}\) taken at fixed \(N\).

**Solution.** Let \(\Delta N=N-Z\), \(v_{xc}=e_{xc}'(n)\), \(f_{xc}=e_{xc}''(n)\), and let a grid field stand for its Fourier components where needed; \(X\cdot Y\) equals the grid average of the product of the fields. A change \(\delta\nu\) changes \(n\) by \(\delta\nu/\Omega\), so \(\delta(\Omega\langle e_{xc}\rangle)=\langle v_{xc}\delta\nu\rangle\), and
\[ v=w\,\Delta N+V+v_{xc},\qquad \mathcal K\,\delta N=w\,\delta N+f_{xc}\,\delta\nu/\Omega . \]
\(\mathcal K\) is symmetric under the dot product. At fixed \(\nu\), the rule of part (c) with \(y=1\) applied to \(n=\Omega^{-1}(\nu+\nu_c)\) gives
\[ n^a=\frac{\nu_c^a}{\Omega}-u_an,\qquad n^{ab}=\frac{\nu_c^{ab}-u_b\nu_c^a-u_a\nu_c^b}{\Omega}+(u_au_b-u_{ab})\,n . \]
With \(\Delta N^a=-Z^a\), \(\Omega^a=u_a\Omega\) and \(\Omega^{ab}=(u_au_b+u_{ab})\Omega\),
\[ v^a=w^a\Delta N-wZ^a+V^a+f_{xc}n^a, \]
\[ U^a=\tfrac12\sum w^a|\Delta N|^2-(w\Delta N)\cdot Z^a+V^a\cdot N+\Omega u_a\langle e_{xc}\rangle+\Omega\langle v_{xc}n^a\rangle . \]
Differentiating each term once more, the first gives \(\tfrac12\sum w^{ab}|\Delta N|^2-(w^a\Delta N)\cdot Z^b\), the second \(-(w^b\Delta N)\cdot Z^a+(wZ^b)\cdot Z^a-(w\Delta N)\cdot Z^{ab}\), the fourth \(\Omega^{ab}\langle e_{xc}\rangle+\Omega u_a\langle v_{xc}n^b\rangle\), and the fifth \(\Omega u_b\langle v_{xc}n^a\rangle+\Omega\langle f_{xc}n^an^b+v_{xc}n^{ab}\rangle\). The sum of these and \(V^{ab}\cdot N\) is \(U^{ab}\). A gradient-corrected functional would add terms from \(|\nabla n|^2\), which contains \(\Upsilon\); they are not treated here.

### (e) Hamiltonian and stress

Derive the Hamiltonian \(H\) and the first strain derivative of the ground-state energy.

**Solution.** \(H\) is defined by \(\delta E=\mathrm{tr}(H\,\delta P)\) at fixed strain. The smooth density contributes \(v\cdot\delta\tilde N=\sum_{KK'}v(K-K')^*\delta P_{KK'}=\mathrm{tr}(\hat v\,\delta P)\), where \(\hat v_{KK'}=v(K-K')\) and \(v(-G)=v(G)^*\) was used. The occupancies contribute \(D{:}\delta\rho=\mathrm{tr}(pDp^\dagger\delta P)\) for real symmetric \(D\). Hence
\[ H=T+\hat v+pDp^\dagger,\qquad D_{ij}=v\cdot Q_{ij}+D^{\rm at}_{ij},\qquad D^{\rm at}=\partial E^{\rm at}/\partial\rho . \]
Minimizing under the constraint with a Hermitian multiplier matrix \(f\Lambda\) gives \(Hc_n=\sum_mSc_m\Lambda_{mn}\). At \(\eta=0\) the occupied vectors are chosen to make \(\Lambda_{mn}=\varepsilon_n\delta_{mn}\).

Let \(x_n^a=dc_n/de_a\) and \(P^a=f\sum_n(x_n^ac_n^\dagger+c_nx_n^{a\dagger})\). The total derivative is \(E^a=E^a|_c+\mathrm{tr}(HP^a)\). The frozen part follows from parts (c) and (d) by the chain rule. For the second part, in any basis of the occupied space,
\[ \mathrm{tr}(HP^a)=f\sum_{mn}\big(x_n^{a\dagger}Sc_m\Lambda_{mn}+\Lambda_{mn}\,c_n^\dagger Sx_m^a\big)=-f\sum_{mn}\Lambda_{mn}S^a_{nm}. \]
The second term in the bracket comes from \(c_m^\dagger H=\sum_n\Lambda_{mn}c_n^\dagger S\), and the last step uses the derivative of the constraint, \(x_n^{a\dagger}Sc_m+c_n^\dagger Sx_m^a+S^a_{nm}=0\). With the energy-weighted density matrix \(W=f\sum_{mn}c_m\Lambda_{mn}c_n^\dagger\),
\[ E^a=E^a|_c-\mathrm{tr}(S^aW),\qquad E^a|_c=\mathrm{tr}(T^aP)+U^a+v\cdot N^a+D^{\rm at}{:}\rho^a+E^a_{\rm rs}. \]
The stress is \(\sigma_a=E^a/\Omega=\mathrm{tr}(B_a\sigma)\), positive under tension, and at \(\eta=0\) the overlap term is \(-f\sum_n\varepsilon_nS^a_{nn}\). No first-order orbital is needed. The term \(v\cdot N^a\) is the work done by the potential on the compensation charge. For \(q=0\) and \(Q=0\) both it and the overlap term vanish, and with \(E^{\rm at}\) linear in \(\rho\) the norm-conserving stress remains.

### (f) Second derivative at fixed coefficients and the frozen first-order Hamiltonian

Find \(E^{ab}|_c\) and \(H^a_{\rm fr}=\partial H/\partial e_a\) at fixed \(P\).

**Solution.** Let \(\mathcal E=\partial^2E^{\rm at}/\partial\rho\,\partial\rho\). Differentiate \(E^a|_c\) with respect to \(e_b\) at fixed \(P\). \(U^a(N,\eta)\) gives \(U^{ab}+v^a\cdot N^b\), because \(\partial U^a/\partial N=v^a\). The potential changes by \(\delta v^b=v^b+\mathcal KN^b\), so \(v\cdot N^a\) gives \(v^b\cdot N^a+N^a\cdot\mathcal KN^b+v\cdot N^{ab}\). The on-site gradient changes by \(\mathcal E\rho^b\). Therefore
\[ E^{ab}|_c=\mathrm{tr}(T^{ab}P)+U^{ab}+E^{ab}_{\rm rs}+\big[v^a\cdot N^b+v^b\cdot N^a+N^a\cdot\mathcal KN^b+v\cdot N^{ab}\big]+\big[D^{\rm at}{:}\rho^{ab}+\rho^a{:}\mathcal E\rho^b\big]. \]
The first bracket is the compensation term and the second the on-site term; each is symmetric in \(a,b\). The product rule on \(H\) gives
\[ H^a_{\rm fr}=T^a+\widehat{\delta v^a}+pD^ap^\dagger+p^aDp^\dagger+pDp^{a\dagger},\qquad D^a_{ij}=\delta v^a\cdot Q_{ij}+v\cdot Q^a_{ij}+(\mathcal E\rho^a)_{ij}. \]
Even with the orbitals frozen, \(H^a_{\rm fr}\) contains the kernels \(\mathcal K\) and \(\mathcal E\), since \(N^a\) and \(\rho^a\) do not vanish. Mixed partial derivatives commute, so a change \(\delta P\) changes \(E^a|_c\) by \(\mathrm{tr}(H^a_{\rm fr}\delta P)\).

## II. Response of the orbitals and the elastic tensors

**Symbols and results taken from the first half.** The cell is \(h=(1+\eta)h_0\), \(\eta=\sum e_aB_a\); superscripts are strain derivatives; \(A_{ab}=B_aB_b+B_bB_a\), \(u_a=\mathrm{tr}B_a\), \(u_{ab}=-\mathrm{tr}B_aB_b\); the energy depends on \(\Xi=h^Th\) alone. \(P=f\sum c_nc_n^\dagger\), \(S=1+pqp^\dagger\), \(N=\tilde N+\rho{:}Q\), \(N(0)=\mathrm{tr}(PS)\), \(H=T+\hat v+pDp^\dagger\) with \(D=v\cdot Q+D^{\rm at}\), and \(Hc_n=\sum_mSc_m\Lambda_{mn}\) with \(\Lambda\) equal to \(\mathrm{diag}(\varepsilon_n)\) at \(\eta=0\). \(\mathcal K\) and \(\mathcal E\) are the density and on-site kernels, \(X_{mn}=c_m^\dagger Xc_n\), \(x_n^b=dc_n/de_b\), and \(P^b=f\sum(x_n^bc_n^\dagger+c_nx_n^{b\dagger})\). At any strain \(E^a=E^a|_c-\mathrm{tr}(S^aW)\) with \(W=f\sum c_m\Lambda_{mn}c_n^\dagger\), where \(E^a\) is taken with respect to \(e_a\) in \(h=(1+\eta)h_0\). At \(\eta=0\), \(\sigma_a=E^a/\Omega\); the stress in a strained cell is treated in part (j). The quantities \(E^{ab}|_c\) and \(H^a_{\rm fr}\) are the derivatives at fixed coefficients of part (f), and \(\delta E^a|_c=\mathrm{tr}(H^a_{\rm fr}\delta P)\).

### (g) First-order orbitals

Determine the part of \(x_n^b\) inside the occupied space, the equation for the part outside it, and \(\Lambda^b_{mn}\).

The stress, the second energy derivative at fixed coefficients and the frozen first-order Hamiltonian have been established. What remains is to find the first-order orbitals asked for in part (g), and from them the full second derivative, the elastic tensors at nonzero stress and their values for a cubic model crystal.
